Radiative cooling of a wafer and its cold-surroundings limit

**Q:** The lamps go off at the peak of a spike anneal, and you say the wafer cools "purely by radiation". What equation does that stand for?

**A:** An energy balance for a thin plate. Let the wafer have thickness d, density ρ, specific heat c and a uniform absolute temperature T. Its heat capacity per unit area is

C = ρcd.

Each face emits the power εσT⁴ per unit area, where ε is the emissivity and σ the Stefan–Boltzmann constant. The surroundings are large, black and held at Ts, so they send σTs⁴ onto each face. The face absorbs a fraction of this. By Kirchhoff's law, the fraction absorbed at each wavelength equals the emissivity at that wavelength. I take the surface as grey, meaning that its emissivity does not depend on wavelength, so the absorbed fraction of the whole spectrum is the same ε. With two faces,

C dT/dt = −2εσ(T⁴ − Ts⁴).

Dividing by C gives

dT/dt = −K(T⁴ − Ts⁴), K = 2εσ/C.

The wafer starts at T0 > Ts, and c and ε are constant. There is no gas cooling and no remaining lamp power.

**Q:** "Uniform temperature" is a large assumption. The heat leaves at the faces, so the middle must be hotter.

**A:** It is, and the difference can be estimated. Let z be the distance from the midplane, k the thermal conductivity and q the net flux leaving each face. After a short initial transient, all depths cool at nearly the same rate, −2q/(ρcd). The heat equation ρc ∂T/∂t = k ∂²T/∂z² then gives

∂²T/∂z² = −2q/(kd).

By symmetry the slope vanishes at z = 0. Integrating twice,

T(z) = T(0) − qz²/(kd).

At the face, z = d/2, so

T(0) − T(d/2) = qd/(4k).

Take a germanium wafer with d = 500 µm, k = 20 W/(m K) and ε = 0.60, at 850 K among walls at 300 K. The flux is

q = 0.60 × 5.67037×10⁻⁸ × (850⁴ − 300⁴) ≈ 1.75×10⁴ W/m²,

and the difference is

1.75×10⁴ × 5.00×10⁻⁴/(4 × 20) ≈ 0.11 K.

That is small beside the 50 K through which the wafer has cooled from a 900 K peak. One temperature is enough through the thickness of this wafer.

**Q:** Then solve the equation. The fourth power looks awkward.

**A:** The variables separate. Moving all temperatures to one side,

K dt = −dT/(T⁴ − Ts⁴).

The denominator is a difference of squares:

T⁴ − Ts⁴ = (T² − Ts²)(T² + Ts²).

Now subtract the reciprocals of the two factors:

1/(T² − Ts²) − 1/(T² + Ts²)
= [(T² + Ts²) − (T² − Ts²)]/(T⁴ − Ts⁴)
= 2Ts²/(T⁴ − Ts⁴).

Dividing by 2Ts²,

1/(T⁴ − Ts⁴) = [1/(T² − Ts²) − 1/(T² + Ts²)]/(2Ts²).

**Q:** So one piece gives a logarithm and the other an arctangent. Show me both, with their factors.

**A:** The first piece splits once more:

1/(T² − Ts²) = [1/(T − Ts) − 1/(T + Ts)]/(2Ts).

Since T > Ts throughout the cooling, both logarithms below have positive arguments:

∫ dT/(T² − Ts²) = (1/(2Ts)) ln[(T − Ts)/(T + Ts)].

For the second piece put T = Ts u, so that dT = Ts du:

∫ dT/(T² + Ts²) = (1/Ts) ∫ du/(1 + u²) = (1/Ts) arctan(T/Ts).

Combining them with the prefactor 1/(2Ts²),

∫ dT/(T⁴ − Ts⁴)
= (1/(4Ts³)) ln[(T − Ts)/(T + Ts)] − (1/(2Ts³)) arctan(T/Ts)
= −(1/(4Ts³)) {ln[(T + Ts)/(T − Ts)] + 2 arctan(T/Ts)}.

In the last line the fraction in the logarithm was inverted, which changes the sign of the logarithm. Name the brace

G(T) = ln[(T + Ts)/(T − Ts)] + 2 arctan(T/Ts).

The minus sign in K dt = −dT/(T⁴ − Ts⁴) cancels the minus sign before G. Integrating from T0 at time zero to T at time t,

t = [G(T) − G(T0)]/(4K Ts³).

**Q:** The logarithm grows as the wafer cools, but the arctangent falls. How do I know that t is positive?

**A:** Differentiate G:

dG/dT = 1/(T + Ts) − 1/(T − Ts) + 2Ts/(T² + Ts²)
= −2Ts/(T² − Ts²) + 2Ts/(T² + Ts²)
= −4Ts³/(T⁴ − Ts⁴).

This is negative for T > Ts, so G rises as T falls, and t is positive. The same line returns the original integrand after division by 4Ts³, which confirms the factors. As T approaches Ts the logarithm diverges, so in this model the wafer does not reach Ts in a finite time.

As a numerical test, the integral of 1/[K(T⁴ − Ts⁴)] was evaluated by quadrature from 900 K down to 850, 700 and 600 K, for walls at 300 K and at 500 K. In all six cases it agreed with the formula to better than one part in 10⁹.

**Q:** Now let the surroundings be cold. Your formula has Ts³ in the denominator, so the time seems to blow up.

**A:** The numerator vanishes just as fast. First take the limit in the differential equation, where nothing is singular. With Ts = 0,

dT/dt = −KT⁴.

By the chain rule,

d(T⁻³)/dt = −3T⁻⁴ dT/dt = 3K.

The right side is constant, so

1/T³ = 1/T0³ + 3Kt.

This is the linear growth of 1/T³. If T is already far below T0, the first term on the right can be dropped and T ≈ (3Kt)^(−1/3): the wafer has then nearly lost its memory of the starting temperature.

**Q:** I want to see that come out of the logarithm and the arctangent too.

**A:** Put x = Ts/T, which lies between 0 and 1. Dividing numerator and denominator by T,

ln[(T + Ts)/(T − Ts)] = ln[(1 + x)/(1 − x)] = 2 artanh x.

For positive x, arctan(1/x) = π/2 − arctan x. Hence

G = π + 2(artanh x − arctan x).

The constant π drops out of G(T) − G(T0). The two power series are

artanh x = x + x³/3 + x⁵/5 + x⁷/7 + …
arctan x = x − x³/3 + x⁵/5 − x⁷/7 + …

In the difference, the terms in x and x⁵ cancel, while those in x³ and x⁷ double:

artanh x − arctan x = 2(x³/3 + x⁷/7 + …).

Thus G = π + 4(x³/3 + x⁷/7 + …). Write x0 = Ts/T0 and insert this in the formula for t:

Kt = [(x³ − x0³)/3 + (x⁷ − x0⁷)/7 + …]/Ts³.

Returning to temperatures,

Kt = (T⁻³ − T0⁻³)/3 + Ts⁴(T⁻⁷ − T0⁻⁷)/7 + …

As Ts → 0 at fixed T0 and T, the first term remains, and it is the linear law. The cancellation has a practical side: for small x, the useful part of G is a small remainder of order x³ on top of π, so subtracting two values of G loses digits. The series for Kt avoids this loss.

**Q:** No chamber is at absolute zero. When may I call the surroundings cold?

**A:** The rate equation gives the local slope of 1/T³ without any expansion:

d(T⁻³)/dt = 3T⁻⁴ K(T⁴ − Ts⁴) = 3K[1 − (Ts/T)⁴].

The condition is therefore (Ts/T)⁴ ≪ 1, and it must hold down to the lowest temperature considered. It also yields a bound. Let T be the final temperature. At every earlier moment the wafer is hotter, so the slope lies between 3K[1 − (Ts/T)⁴] and 3K. Let

t_cold = (T⁻³ − T0⁻³)/(3K)

be the time from the linear law. Dividing the total change of T⁻³ by the largest and by the smallest slope gives

t_cold ≤ t ≤ t_cold/[1 − (Ts/T)⁴].

The linear law thus gives too short a time, because it leaves out the radiation that the wafer absorbs from the walls.

**Q:** If I wait long enough, does the straight line reappear?

**A:** No. For finite Ts it is an early-time law, and only for a hot start, with (Ts/T0)⁴ ≪ 1. At late times T is close to Ts. Then T + Ts → 2Ts and arctan(T/Ts) → π/4, so

G(T) → ln[2Ts/(T − Ts)] + π/2.

Setting this equal to G(T0) + 4K Ts³ t and solving for T − Ts,

T − Ts → 2Ts exp[π/2 − G(T0) − 4K Ts³ t].

The approach is exponential, with time constant

τ = 1/(4K Ts³).

The exponent can be understood directly: near Ts, T⁴ − Ts⁴ ≈ 4Ts³(T − Ts), so the loss becomes proportional to the temperature difference. The amplitude needs the full integral, because it depends on the earlier nonlinear cooling.

The same τ tells us how long the straight line lasts. Multiplying the linear law by Ts³ gives

(Ts/T)³ ≈ (Ts/T0)³ + (3/4)t/τ.

For a hot start, (Ts/T)⁴ therefore stays small while t ≪ τ.

**Q:** Put numbers in. What does the germanium wafer do after its peak?

**A:** I use rough typical values: ρ = 5.30 g/cm³, c = 0.350 J/(g K), d = 500 µm and ε = 0.60 per face, with a peak at 900 K, which is about 627 °C. In SI units,

C = 5300 × 350 × 5.00×10⁻⁴ = 927.5 J/(m² K),

K = 2 × 0.60 × 5.67037×10⁻⁸/927.5 = 7.3363×10⁻¹¹ K⁻³ s⁻¹.

I carry more digits than the rough inputs deserve, so that the formulas can be compared. With walls at 300 K the initial cooling rate is

K(900⁴ − 300⁴) = 7.3363×10⁻¹¹ × 6.480×10¹¹ ≈ 47.5 K/s.

For the time to 600 K, the two values of G are

G(600 K) = 1.098612 + 2.214297 = 3.312910 (from unrounded terms),
G(900 K) = 0.693147 + 2.498092 = 3.191239.

Their difference is 0.121671. The time constant is τ = 126.21 s, so

t = 126.21 × 0.121671 ≈ 15.36 s.

The linear law gives

t_cold = (600⁻³ − 900⁻³)/(3K) = 3.2579×10⁻⁹/(2.2009×10⁻¹⁰) ≈ 14.80 s.

It is 3.6 % short of the full result. The bound places the time between 14.80 and 15.79 s, which it satisfies.

**Q:** And if the walls are hot?

**A:** Keep the wafer and its emissivity fixed, and change the wall temperature. The times from the peak, in seconds, are:

To 850 K: linear law 1.17; walls at 300 K 1.18; walls at 500 K 1.31.
To 700 K: linear law 7.01; walls at 300 K 7.18; walls at 500 K 8.52.
To 600 K: linear law 14.80; walls at 300 K 15.36; walls at 500 K 20.99.

With walls at 500 K, the linear law falls 29 % short of the full time to 600 K. There (Ts/T)⁴ = 0.48, so the slope of 1/T³ has dropped to about half of 3K. The first correction in the series adds 4.09 s, whereas 6.18 s is needed, so higher terms matter. With walls at 300 K, (Ts/T)⁴ is 0.0625 at the same wafer temperature, and the first correction supplies 0.530 s of the missing 0.554 s.

The first 50 K are much less sensitive: hot walls lengthen that stage from 1.18 to 1.31 s. This is the stage nearest the peak, where thermally activated processes such as dopant diffusion run fastest.

**Q:** Would you follow the same curve all the way to room temperature?

**A:** As mathematics, yes. For walls at 300 K, a direct solution at eight time constants, 1009.7 s, gives T − Ts = 0.03982 K, and the late formula gives 0.03981 K. As a prediction for this wafer, no, because germanium does not stay opaque in the infrared as it cools.

At high temperature, thermally created carriers absorb the radiation. Of the light falling on a face, a fraction ε enters. If a fraction p of it survives one pass through the wafer, and the internal reflectance is 1 − ε, summing the absorption over the repeated passes gives the absorbed fraction, which is also the emissivity:

ε_slab = ε(1 − p)[1 + (1 − ε)p + (1 − ε)²p² + …]
= ε(1 − p)/[1 − (1 − ε)p].

I estimate p = exp(−s n d), with a rough absorption cross-section s = 5×10⁻¹⁶ cm². The carrier density n is 2×10¹³ cm⁻³ at 300 K and varies as T^(3/2) exp[−Eg/(2kB T)], where kB is Boltzmann's constant and Eg = 0.78 eV is the band gap extrapolated linearly to absolute zero, not the smaller gap at 300 K. The emissivity is then 0.60 at 900 K, 0.57 at 600 K and about 0.03 at 400 K. With this s, the loss of opacity adds 0.6 % to the cooling time down to 600 K. That figure is sensitive to s, which enters p exponentially: with s = 3×10⁻¹⁶ cm² the emissivity at 600 K is 0.52 and the time grows by 2.6 %, and with s = 2×10⁻¹⁶ cm² the values are 0.46 and 6.6 %. The true cross-section also depends on wavelength, and about 40 % of the emission at 600 K lies below 6 µm, so a lengthening of several per cent cannot be excluded. Well below that, the constant-ε model fails, which is why the example stops at 600 K. The estimate leaves out absorption by lattice vibrations, which would raise the emissivity of the cool wafer, and the effect of dopants. Heavy doping would also raise it, but light n-type doping can lower it, because the added electrons suppress the more strongly absorbing holes. The value at 400 K is therefore only a rough guide.

**Q:** You chose ε and c conveniently. Does anything support them?

**A:** The Dulong–Petit value, three times the gas constant per mole, is 0.343 J/(g K) for germanium, close to the chosen 0.350. For an opaque surface of refractive index 4, roughly that of germanium, the Fresnel formulas averaged over all directions give an emissivity of 0.633. At fixed temperatures t is proportional to c/ε, so using 0.633 in place of 0.60 would shorten every time by 5 %. Coatings or patterns on the faces could change ε further.

The specific heat also varies with temperature. If it is 0.350 J/(g K) at 600 K and rises linearly by a rough 7.5 % up to 900 K, the time to 850 K grows by 6.9 % and the time to 600 K by 2.7 %. The wafer's edge adds an area equal to 1.0 % of that of the two faces, for a radius of 50 mm. This extra loss is concentrated at the rim, and conduction along the wafer is too slow to even it out, so the rim runs a few kelvin cooler than the centre. The single temperature of the model describes the wafer away from its rim.

**Q:** What about the gas? Suppose the anneal runs in nitrogen at atmospheric pressure.

**A:** Then "purely radiative" is a poor description of this example. Give the gas a heat transfer coefficient h per face. The ratio of gas loss to radiative loss is

h(T − Ts)/[εσ(T⁴ − Ts⁴)] = h/[εσ(T + Ts)(T² + Ts²)].

It grows as the wafer cools. With a rough h = 10 W/(m² K) and gas at 300 K, the time to 850 K falls by 23 % and the time to 600 K by 33 %, from 15.4 to 10.2 s.

In vacuum the effect is small. At pressure p_g, molecules of mass m strike unit area at the rate p_g/√(2πm kB Ts). If each nitrogen molecule leaves at the wafer's temperature, it carries away 3kB(T − Ts): two units of kB from translation, as appropriate to molecules crossing a surface, and one from rotation. Hence

h = 3p_g √[kB/(2πm Ts)].

This form assumes that molecules cross to the wall without colliding; the mean free path at 1 mTorr is about 5 cm. At 1 mTorr h is 0.16 W/(m² K), and with black walls both times change by less than 1 %.

**Q:** Lamps do not go dark at once, and lamp chambers have mirrors.

**A:** Both matter. Suppose the lamp power balances the wafer's loss at the peak and then decays exponentially with a rough time of 0.3 s. The afterglow delivers in total the energy that the wafer loses at its peak in 0.3 s, so it delays the cooling by about that long. The computed delay is 0.31 s for both temperatures. This adds 26 % to the time to 850 K but 2 % to the time to 600 K.

For reflecting walls, take a plane wall of emissivity εw parallel to each face, with diffuse grey surfaces. Radiation leaving the wafer is absorbed at the wall with probability εw. Otherwise it returns, and a fraction 1 − ε of it is reflected back to the wall. Summing the rounds,

ε_x = ε εw/[1 − (1 − ε)(1 − εw)] = 1/(1/ε + 1/εw − 1).

This replaces ε in K; the form of the cooling law is unchanged. For εw = 0.9, ε_x = 0.562 and all times rise by 6.7 %. For εw = 0.1, ε_x = 0.094 and the time to 600 K becomes 98 s.

**Q:** So how near is the example to a real anneal?

**A:** The wafer data and the 900 K peak are rough assumed values, not the record of a particular process. The result, about 1.2 s for the first 50 K of cooling and 15 s to 600 K, belongs to an evacuated chamber with dark walls near 300 K and lamps that stop at once. A real lamp furnace may break each of these conditions. Among the cases computed here, strongly reflecting walls move the numbers most, by a factor of 6.4; nitrogen at atmospheric pressure shortens the longer time by a third, and lamp afterglow lengthens the shorter one by a quarter. These shifts were found one at a time and should not simply be added. The numerical output lists them all.

**Q:** If I measure T(t) and find 1/T³ straight, have I shown that radiation alone cools the wafer?

**A:** Not by that alone. Over a short range almost any smooth cooling curve looks straight. Over a wide range, a straight line supports a loss proportional to T⁴ with constant c and ε, but compensating effects, such as gas cooling together with warm walls, could imitate it. If gas cooling is negligible and the walls are black and cold enough that (Ts/T)⁴ ≪ 1, the slope is close to 3K and gives the ratio ε/C, not ε by itself. With the parallel reflecting walls described above, it gives ε_x/C instead. A useful further check is to change the thickness while keeping the surfaces and the chamber fixed: since K ∝ 1/d, the slope should halve when d doubles, provided the wafer stays opaque and nearly uniform in temperature. This tests that the heat leaves through the faces, not that it leaves as radiation: gas cooling at the faces also scales as 1/d. To test for the gas, pump it down to about 1 mTorr, where it changes the cooling times to 850 K and 600 K in this example by less than 1 % with black walls (by about 3 % and 5 % with walls of εw = 0.1, for which a lower pressure is needed), and see whether the cooling curve changes.

Computed results

```
INPUTS (rough, germanium wafer)
density 5.30 g/cm3
specific heat 0.350 J/(g K)
thickness 500 um, radius 50 mm
face emissivity 0.60, peak 900 K
thermal conductivity 20 W/(m K)
Dulong-Petit specific heat 0.343 J/(g K)
index 4: emissivity normal 0.640, hemispherical 0.633
COOLING
sigma = 5.67037e-08 W/(m2 K4)
heat capacity per area 927.5 J/(m2 K)
K = 7.3363e-11 1/(K3 s), 3K = 2.2009e-10 1/(K3 s)
walls 300 K: initial cooling rate 47.54 K/s
  time constant 1/(4K Ts^3) = 126.21 s
walls 500 K: initial cooling rate 43.55 K/s
  time constant 1/(4K Ts^3) = 27.26 s
walls 300 K, T=900 K: log 0.693147, 2 arctan 2.498092, G 3.191239
walls 300 K, T=600 K: log 1.098612, 2 arctan 2.214297, G 3.312910
time from peak [s]: cold law, walls 300 K, walls 500 K
  to 850 K: 1.166, 1.182, 1.306
  to 800 K: 2.642, 2.685, 3.014
  to 700 K: 7.014, 7.176, 8.525
  to 600 K: 14.803, 15.356, 20.987
walls 300 K, wafer at 600 K: (Ts/T)^4 = 0.0625, cold law gives 594.8 K
  upper bound on time 15.789 s, leading excess 0.530 s
walls 500 K, wafer at 600 K: (Ts/T)^4 = 0.4823, cold law gives 550.6 K
  upper bound on time 28.590 s, leading excess 4.093 s
late test, walls 300 K, t = 1009.7 s: T-Ts solved 0.03982 K, formula 0.03981 K
NEGLECTED EFFECTS, walls 300 K
midplane minus surface at 850 K: 0.109 K
edge area / face area: 1.0 %
gas coefficient: 1 mTorr 0.159, 1 atm 10 W/(m2 K), rough
lamp decay time 0.3 s, rough
specific heat rise 7.5 % from 600 to 900 K, rough
carriers at 300 K 2e+13 1/cm3, gap parameter 0.78 eV, cross-section 5e-16 cm2, rough
slab emissivity: 900 K 0.600, 600 K 0.574, 400 K 0.032
exchange emissivity: wall 0.9 0.562, wall 0.1 0.094
time to 850 K and to 600 K [s]; change of each [%]
  model as derived: 1.182, 15.356; +0.0, +0.0
  N2 at 1 mTorr: 1.177, 15.232; -0.5, -0.8
  N2 at 1 atm: 0.914, 10.219; -22.7, -33.5
  lamp afterglow: 1.489, 15.666; +26.0, +2.0
  specific heat varies: 1.263, 15.776; +6.9, +2.7
  slab partly transparent: 1.182, 15.443; +0.0, +0.6
  walls of emissivity 0.9: 1.261, 16.380; +6.7, +6.7
  walls of emissivity 0.1: 7.567, 98.280; +540.0, +540.0
```
